# When a spherical quantum dot with a mass step first binds

## 1. Equal masses

Take an electron of mass $m$ in a spherical well of radius $R$: the potential is $-V_0$ for $r<R$ and zero outside. Hartree atomic units are used until the numerical example, so $\hbar=1$ and the free electron mass is 1.

For an s state write $\psi=u/r$. The radial equation becomes $-u''/(2m)+Vu=Eu$, and $u(0)=0$ keeps $\psi$ finite at the centre. Inside, $u=\sin kr$. At the threshold of binding $E=0$, so outside $u''=0$ and $u=a+br$. A bound state decays outside as $e^{-\kappa r}$, and its limit as $\kappa\to0$ is a constant. Hence $b=0$, and continuity of $u'$ at $R$ requires

$$k\cos kR=0,\qquad kR=\frac{\pi}{2}.$$

The well must hold a quarter of a wavelength, so that $u$ has just turned over at the edge. Since $k^2=2mV_0$ at threshold, the critical depth is $\pi^2/(8mR^2)$.

In a semiconductor dot the effective mass changes at the same surface as the potential. The question is what replaces $\pi/2$.

## 2. A mass step

Let the mass be $m_i$ inside and $m_o$ outside, both positive, with $\beta=m_i/m_o$. The model Hamiltonian is

$$H=-\frac12\nabla\cdot\frac1{m(r)}\nabla+V(r).$$

This operator ordering is an assumption of the model, and it fixes the matching conditions. For an s state, multiply the radial equation by $r^2$:

$$-\frac12\frac{d}{dr}\left(\frac{r^2}{m}\psi'\right)+r^2(V-E)\psi=0 .$$

Integrate over a thin shell around $R$. The second term is finite, so its integral vanishes with the shell thickness, and $r^2\psi'/m$ must be continuous. Since $r$ is continuous, so is $\psi'/m$. This keeps the probability flux equal on the two sides, but flux conservation alone does not select it: other Hermitian orderings conserve flux with other matching conditions. The function $\psi$ is itself continuous, because a jump would make the kinetic energy infinite.

Let the binding energy be $\varepsilon=-E>0$. Then

$$\psi_{\rm in}\propto\frac{\sin kr}{r},\quad \psi_{\rm out}\propto\frac{e^{-\kappa r}}{r},\quad V_0-\varepsilon=\frac{k^2}{2m_i},\quad \varepsilon=\frac{\kappa^2}{2m_o}.$$

From $\psi=u/r$ follows $\psi'/\psi=u'/u-1/r$. Dividing the condition on $\psi'/m$ by the continuous $\psi$ gives

$$\frac1{m_i}\left(k\cot kR-\frac1R\right)=\frac1{m_o}\left(-\kappa-\frac1R\right).$$

Multiply by $m_iR$ and set $x=kR$, $y=\kappa R$:

$$x\cot x=1-\beta(1+y). \tag{1}$$

The two energy relations supply the second equation. With $x_0=R\sqrt{2m_iV_0}$,

$$x^2=2m_iR^2(V_0-\varepsilon)=x_0^2-\beta y^2. \tag{2}$$

At threshold $y\to0$, so $x=x_0$, and this common value $x_c$ obeys

$$\boxed{x_c\cot x_c=1-\frac{m_i}{m_o}},\qquad 0<x_c<\pi. \tag{3}$$

For $\beta=1$ the right side is zero and $x_c=\pi/2$, as in section 1. Condition (3) holds for the interior wavenumber at threshold. Once the state is bound, $x$ obeys (1) instead. At threshold itself $\psi\propto1/r$ outside, so $\int r^2\psi^2dr$ diverges: a normalizable state needs $x_0>x_c$.

## 3. Is this really the first bound state?

Two things remain to be shown: that s binding sets in at $x_c$ and not earlier, and that no state of higher angular momentum comes first.

For the first, note that

$$\frac{d}{dx}(x\cot x)=\cot x-\frac{x}{\sin^2x}=\frac{\sin2x-2x}{2\sin^2x}<0\quad(0<x<\pi),$$

because $\sin2x<2x$ for positive $x$. Thus $x\cot x$ falls steadily from 1 at $x=0$ to $-\infty$ at $x=\pi$, and (3) has one root there for every $\beta>0$. Now eliminate $y$ from (1) with (2) and define

$$D(x)=x\cot x-1+\beta+\sqrt{\beta(x_0^2-x^2)} .$$

A bound state is a zero of $D$ with $0<x<x_0$. Both varying terms decrease, so $D$ has at most one zero below $\pi$. It starts at $D(0)=\beta+\sqrt\beta\,x_0>0$. If $x_0<\pi$, it ends at $D(x_0)=x_0\cot x_0-1+\beta$, which is negative if $x_0>x_c$ and not negative otherwise. If $x_0\ge\pi$, $D$ falls to $-\infty$ at $\pi$. An s state is therefore bound if and only if $x_0>x_c$.

For angular momentum $l$, a radial function $\psi$ has kinetic energy

$$T_l=\int_0^\infty\frac{r^2\psi'^2+l(l+1)\psi^2}{2m}\,dr,\qquad \int_0^\infty r^2\psi^2dr=1 .$$

Suppose a state with $l>0$ is bound. Use its radial function as a trial function for $l=0$. The potential energy is unchanged and the kinetic energy is smaller, so the expectation value lies below zero, where the continuum begins. By the variational principle an s state is then bound as well, and lies lower.

The same functional gives thresholds numerically. An energy below zero requires $V_0$ to exceed the ratio of $T_l$ to $\int_0^Rr^2\psi^2dr$, so the critical depth is the minimum of that ratio. For $\beta=0.571$, minimizing over piecewise linear functions on a radial mesh puts the p threshold at $x_0=2.81$, while (3) gives 1.237 for the s state.

## 4. What the mass step does

The kinetic energy written in terms of $u$ shows where the change comes from. Since $r\psi'=u'-u/r$,

$$r^2\psi'^2=u'^2-\frac{2uu'}r+\frac{u^2}{r^2}=u'^2-\frac{d}{dr}\left(\frac{u^2}{r}\right).$$

Divide by $2m$ and integrate each region separately. The total derivative contributes $-u(R)^2/(2m_iR)$ from inside, since $u^2/r\to0$ at the centre, and $+u(R)^2/(2m_oR)$ from outside. Hence

$$T_0=\int_0^\infty\frac{u'^2}{2m}dr+\frac1{2R}\left(\frac1{m_o}-\frac1{m_i}\right)u(R)^2. \tag{4}$$

With equal masses the surface term cancels. With a lighter mass inside it is negative and acts as an attraction located on the surface, so at fixed $m_i$ and $R$ a shallower well suffices. At fixed $m_o$ the comparison goes the other way, because a lighter interior raises the kinetic energy: for $\beta=0.571$ the critical depth is about 9% above $\pi^2/(8m_oR^2)$. With a heavier mass inside it repels.

Without the surface term, minimizing the energy would make $u'/m$ continuous. At threshold $u$ is constant outside, so $u'$ would vanish at $R$ and $x_c$ would be $\pi/2$ for every mass ratio. Requiring $\psi'$ to be continuous instead of $\psi'/m$ gives the same threshold: it makes $u'/u$ continuous, and again $u'(R)=0$. The shift away from $\pi/2$ thus comes from requiring $\psi'/m$, and not $u'/m$, to be continuous. Both rules conserve flux. The ordering of section 2 gives the first. The second is that Hamiltonian with the surface term of (4) removed, and no ordering $m^a\nabla\cdot m^b\nabla m^a$ with $2a+b=-1$ produces it: such an ordering gives $x\cot x=1-\beta^{-b}(1+y)$, whereas continuity of $u'/m$ gives $x\cot x=-\beta y$. Continuity of $u'/m$ and of $\psi'$ share the threshold only; for the dot of section 7 they bind by about 45 and 23 meV.

## 5. Two limits

**Light interior.** For small $\beta$ the root is small, and $x\cot x=1-x^2/3-x^4/45-\dots$ turns (3) into

$$\frac{x_c^2}{3}+\frac{x_c^4}{45}+\dots=\beta .$$

To first order $x_c^2=3\beta$. Inserting $x_c^2=3\beta+a\beta^2$ gives $a/3+9/45=0$, so $a=-3/5$ and

$$V_c=\frac{x_c^2}{2m_iR^2}=\frac{3}{2m_oR^2}\left(1-\frac\beta5+\dots\right).$$

The interior mass has dropped out of the leading term. The reason is that a gradient inside costs much energy when $m_i$ is small, so $\psi$ becomes flat there. Take $\psi=1$ inside and $R/r$ outside. The kinetic integral is

$$\frac1{2m_o}\int_R^\infty r^2\frac{R^2}{r^4}dr=\frac{R}{2m_o},$$

the well integral is $R^3/3$, and their ratio is $3/(2m_oR^2)$. The electron pays for its tail in the barrier, and the barrier mass sets the price.

**Heavy interior.** For large $\beta$ put $x_c=\pi-\eta$ with small $\eta$. Then $x_c\cot x_c=-(\pi-\eta)\cot\eta=-\pi/\eta+1+O(\eta)$, and (3) gives $\eta\approx\pi/\beta$. At fixed $m_i$ the critical depth tends to $\pi^2/(2m_iR^2)$, the ground-state energy of a sphere with hard walls. A very light barrier mass makes any tail expensive, so the wave function is driven to zero at the surface.

Between the limits, (3) gives $x_c=0.542$, 1.571 and 2.289 for $\beta=0.1$, 1 and 3.

## 6. Just above threshold

Let $f(x)=x\cot x$. Using $1/\sin^2x=1+\cot^2x$,

$$f'=\cot x-x-x\cot^2x=\frac{f-f^2-x^2}{x}.$$

At $x_c$, $f=1-\beta$ and $f-f^2=\beta(1-\beta)$, so

$$f'(x_c)=-\frac{S}{x_c},\qquad S=x_c^2-\beta+\beta^2 ,$$

and $S>0$ because $f'<0$. Now let $x_0=x_c+\delta$. By (2), $x$ differs from $x_0$ only at order $y^2$. To first order (1) reads $f'(x_c)\,\delta=-\beta y$, hence

$$y\approx\frac{S}{\beta x_c}\,\delta,\qquad \varepsilon=\frac{y^2}{2m_oR^2}. \tag{5}$$

The binding energy starts quadratically in $\delta$, while the decay length $R/y$ diverges as $1/\delta$. A dot slightly larger than critical holds its electron very weakly. The neglected shift $x_0-x\approx\beta y^2/(2x_0)$ is small against $\delta$ only for $\delta\ll2\beta x_c^3/S^2$, a range that shrinks for a heavy interior: at $x_0=1.05\,x_c$, (5) overestimates the binding by 2% for $\beta=0.571$, by 16% for $\beta=3$ and by a factor of almost 5 for $\beta=10$.

The same derivative tells how the critical radius $R_c=x_c/\sqrt{2m_iV_0}$ depends on the masses. Differentiating $f(x_c)=1-\beta$ gives $dx_c/d\beta=x_c/S$, so at fixed $V_0$

$$\frac{\partial\ln R_c}{\partial\ln m_o}=-\frac\beta S,\qquad \frac{\partial\ln R_c}{\partial\ln m_i}=\frac\beta S-\frac12. \tag{6}$$

For small $\beta$, $S\approx3\beta-\beta=2\beta$: the first exponent tends to $-1/2$ and the second to zero, as the light-interior limit requires.

## 7. Numbers for a small dot

Choose $m_i=0.04$ and $m_o=0.07$ electron masses, $V_0=0.4$ eV and $R=3$ nm. In these units $\hbar^2/m_e=0.0762$ eV nm². Then $\beta=0.571$, and (3) reads $x_c\cot x_c=0.429$, with root $x_c=1.237$. The threshold wavenumber and critical radius are

$$k_0=\sqrt{\frac{2(0.04)(0.4)}{0.0762}}=0.648\ \text{nm}^{-1},\qquad R_c=\frac{1.237}{0.648}=1.91\ \text{nm}.$$

At $R=3$ nm the critical depth is $0.4\,(1.91/3)^2=0.162$ eV, so the chosen well binds. Here $x_0=1.944$, and solving (1) and (2) numerically gives $x=1.719$ and $y=1.200$. The binding energy is

$$\varepsilon=\frac{0.0762\,(1.200)^2}{2(0.07)(3)^2}\ \text{eV}=87\ \text{meV}.$$

The amplitude $u$ decays over $R/y=2.5$ nm outside. Integrating $u^2$ over both regions places 57% of the probability inside the dot.

With the same parameters, continuity of $\psi'$ would give $R_c=(\pi/2)/0.648=2.42$ nm. Its bound-state equation, $x\cot x=-y$, would give a binding energy of 23 meV at 3 nm. The matching condition is thus a large effect here. The same equation follows from another Hermitian, flux-conserving ordering, $-\frac12m^{-1/2}\nabla^2m^{-1/2}$, in which $\psi/\sqrt m$ and its derivative are continuous, and hence also $\psi'/\psi$. The differences between 1.91 and 2.42 nm, and between 87 and 23 meV, therefore show how far two Hermitian orderings can differ. They are not bounds: at a nearly sharp interface, $-\frac12m^{-1/4}\nabla\cdot m^{-1/2}\nabla m^{-1/4}$ gives about 52 meV at 3 nm, between the two, while $-\frac12m^{1/2}\nabla\cdot m^{-2}\nabla m^{1/2}$ gives more than 150 meV, outside this range.

Near threshold the slope in (5) is 1.82. At a radius 5% above critical, (5) predicts 1.72 meV, and the full equations give 1.69 meV. The exponents in (6) are $-0.44$ for the barrier mass and $-0.06$ for the interior mass, so for these parameters and the ordering of section 2 an error in $m_i$ hardly moves the critical radius. This does not carry over to the other ordering above, where $R_c=(\pi/2)/k_0\propto m_i^{-1/2}$, nor to the binding energy at 3 nm, which a 10% change in $m_i$ moves by about 4 meV.

## 8. Where the model gives way

The masses and depth are round values, roughly in the regime of indium-arsenide-rich dots in gallium arsenide. Dots grown there by strained epitaxy are typically flattened, roughly 20 nm wide and a few nanometres high, so a sphere of radius 3 nm is small and has the wrong shape. To see what flattening does at fixed volume, take a spheroid twice as wide as it is high, with semi-axes $2^{1/3}R$ and $2^{-2/3}R$. A trial function that is spherical in coordinates stretched with the dot keeps its potential energy, while its kinetic energy is multiplied by

$$\frac13\left(2\cdot2^{-2/3}+2^{4/3}\right)=2^{1/3}=1.26 .$$

This amounts to dividing both masses by 1.26 in the spherical problem. By the variational principle the spheroid binds by at least 55 meV, and its critical equal-volume radius is at most $1.91\sqrt{1.26}=2.14$ nm. These bounds are loose: a direct axisymmetric solution gives about 77 meV and 1.94 nm. A spheroid 20 nm wide and 4 nm high is flatter still, but its equal-volume radius is 5.8 nm and it lies far above threshold.

Other omissions, each estimated separately for the 3 nm sphere, are these.

- **Energy-dependent mass.** Let the interior mass grow as $m_i[1+(V_0-\varepsilon)/E_i]$ and the barrier mass fall as $m_o(1-\varepsilon/E_o)$, with rough gaps $E_i=0.8$ eV and $E_o=1.4$ eV. Solving (1) and (2) with these masses raises the binding to 97 meV. At threshold the interior mass is 50% larger, yet $R_c$ falls only to 1.86 nm, in line with its small exponent.
- **Intermixing.** Replace the step by $s(r)=1/[1+e^{(r-r_0)/w}]$, with $w=0.25$ nm and $r_0=2.93$ nm chosen to conserve $\int s\,r^2dr$. With potential $-V_0s$ and mass $m_o+(m_i-m_o)s$, a finite-element solution gives 77 meV.
- **Wetting layer.** A flat layer of thickness $d=0.5$ nm with the same depth and masses has its own level, from $(k/m_i)\tan(kd/2)=\kappa/m_o$. It lies 17 meV below the barrier edge and becomes the new edge of the continuum. The layer is thinner than a lattice constant and the value is only a scale: it falls to about 6 meV for $d=0.3$ nm, and also to about 6 meV for $d=0.5$ nm with the ordering $-\frac12m^{-1/2}\nabla^2m^{-1/2}$. The layer also lowers the dot level, to about 95 meV, some 78 meV below the new edge; these values hold to about 1 meV whether the layer passes through the centre of the sphere or lies just under it. The new continuum is two-dimensional, where even a weak net attraction binds, though exponentially weakly. Condition (3) is then no longer the threshold: a sphere of radius 1.7 nm, below $R_c$, binds below the layer edge, by about 0.4 meV if the layer passes through its centre and about 0.5 meV if the layer lies just under it.
- **A hole in the dot.** A positive charge spread uniformly through the sphere, with relative permittivity 13, attracts the electron by 38 meV to first order. It also removes the threshold: for a trial function of large extent $a$, the Coulomb attraction falls as $1/a$ but the kinetic energy as $1/a^2$, so some state is bound at any well depth. Condition (3) belongs to a well without such a tail.

At 300 K, $kT=26$ meV, so the 3 nm dot binds by $3.4\,kT$. The binding equals $kT$ at $R=2.36$ nm, well above the critical radius. This compares energies and does not give an occupation, which also depends on the number of barrier states and on the electron density.

An electric field turns the bound state into one that can leak. At 0.05 MV/cm, or 0.005 V/nm, the potential energy drops by 30 meV across the 6 nm diameter. For a triangular barrier of height $\varepsilon$, the tunnelling exponent is

$$2\int_0^{\varepsilon/eF}\frac{\sqrt{2m_o(\varepsilon-eFz)}}{\hbar}\,dz=\frac{4\sqrt{2m_o}\,\varepsilon^{3/2}}{3\hbar eF}=9.3 ,$$

or about 7 if the height is reduced by the 15 meV that the potential energy drops between the centre and the edge of the dot, which is not large enough to hold the electron for long: the width of the resonance in this model corresponds to a lifetime of about 0.3 ns, falling to about 10 ps at 0.075 MV/cm. Since the exponent varies as $\varepsilon^{3/2}$, dots near threshold are far more exposed.

Strain changes both the depth and the masses, and enters here only through the values chosen for them. Because $R_c\propto V_0^{-1/2}$ at fixed masses, a 10% error in $V_0$ moves $R_c$ by about 5%. Finally, with a rough lattice constant of 0.6 nm and eight atoms per cubic cell, the critical sphere holds about 1100 atoms and its radius spans about three lattice constants. An effective-mass description with a sharp surface is marginal at that size, and 1.9 nm is best read as a scale for the onset of binding in an isolated, neutral dot with the ordering of section 2; with a wetting layer or a hole, smaller dots bind as well.

All numerical values are calculated from the stated model.
